# Best Displacement for a Central-Difference Force Constant with Noisy Forces, part 2

A phonon calculation by finite displacements must fix how far to move each atom. Too small a displacement buries the change in force in numerical noise; with too large a one, the force is no longer proportional to the displacement. Hartree atomic units are used unless another unit is named.

One coordinate is displaced by $u$ from the reference geometry $u=0$, with all others held fixed. There the energy $E(u)$ has first, second, third, fourth and sixth derivatives $g$, $k$, $a$, $b$ and $c$. The wanted quantity is $k$. With the force $F(u)=-dE/du$ and a displacement $h>0$, the estimate is

$$K(h)=-\frac{F(h)-F(-h)}{2h}.$$

The computed forces at $+h$ and $-h$ have errors $\delta_+$ and $\delta_-$, each at most $e$ in magnitude. For a quartic energy, $K(h)=k+bh^2/6$ without noise. Noise adds $(\delta_--\delta_+)/(2h)$, so that

$$|K(h)-k|\le B(h),\qquad B(h)=\frac{e}{h}+\frac{|b|}{6}h^2 .$$

The bound is smallest at

$$h_*=\left(\frac{3e}{|b|}\right)^{1/3},$$

where it equals $3e/(2h_*)$ and its noise part is twice its truncation part. It is no larger than a tolerance $T$ if

$$e\le\sqrt{\frac{8T^3}{9|b|}} .$$

If a smaller number $e_d$ is known with $|\delta_--\delta_+|/2\le e_d$, it can replace $e$. The linear error of Part 1, $\delta(u)=\alpha u$, shifts $K$ by $-\alpha$ whatever the value of $h$. Incomplete relaxation leaves a separate error of size $|ag/k|$, which no choice of $h$ removes.

The sextic term of the energy adds $ch^4/120$ to $K(h)$. If $b$ and $c$ have the same sign, the best displacement becomes $h_*(1+\eta)$, to first order, with

$$\eta=-\frac{|c|h_*^2}{30|b|}.$$

For independent random errors with zero mean and standard deviation $s$, the root-mean-square error is lowest at

$$h_s=\left(\frac{3s}{|b|}\right)^{1/3},$$

where it equals $|b|h_s^2/\sqrt{12}$.

### Force-constant matrices

For an off-diagonal element, let coordinate $y$ be displaced while the force is read along coordinate $x$. The slope along $x$ at $x=0$ is

$$E_x(0,y)=E_x+E_{xy}y+\frac{E_{xyy}}2y^2+\frac{E_{xyyy}}6y^3+\dots,$$

where the subscripts denote derivatives at the reference geometry. The central difference in $y$ removes the even terms and leaves

$$K_{xy}(h)=E_{xy}+\frac{E_{xyyy}}6h^2 .$$

The role of $b$ is taken by $E_{xyyy}$, the fourth derivative taken once along the force direction and three times along the displacement.

One displaced geometry supplies forces for a whole column of the matrix. If all these forces have the same error bound, the largest bound in the column is set by the element with the largest $|E_{xyyy}|$. That element should be used for $b$ when the aim is to minimise the worst bound in the column.

### Obtaining the two inputs

An estimate of $b$ follows from two larger displacements, $h_1$ and $2h_1$. From $K(h)=k+bh^2/6$,

$$K(2h_1)-K(h_1)=\frac b6(4h_1^2-h_1^2)=\frac b2h_1^2,$$

and so

$$b\approx\frac{2[K(2h_1)-K(h_1)]}{h_1^2}.$$

The noise in the two estimates is at most $e/(2h_1)$ and $e/h_1$, with sum $3e/(2h_1)$. The error of $b$ from noise is thus at most $3e/h_1^3$. Relative to $|b|$ this is $(h_*/h_1)^3$, so $h_1$ should be a few times $h_*$. The sextic term adds a bias of

$$\frac{2}{h_1^2}\,\frac{c(16-1)h_1^4}{120}=\frac c4h_1^2,$$

which keeps $h_1$ from being made very large.

The noise can be estimated by repeating the pair of displaced calculations with tighter numerical settings and the same physical model. Half the magnitude of the change in $F(h)-F(-h)$ estimates $e_d$, provided that it does not grow with $h$. This should be checked at two displacements. A change proportional to $h$ is the linear error described in Part 1: it shifts $K$ equally at every $h$, has to be removed by tighter settings, and should not be used as $e$ in the rule. One such comparison gives a sample and not a guaranteed bound, so several force components should be examined and the largest change used.

The procedure is then as follows.

1. Relax the geometry until $|ag/k|$ is below the error wanted for $k$.
2. Estimate the force noise from pairs of displaced calculations.
3. Estimate $b$ from displacements $h_1$ and $2h_1$, with $h_1$ a few times the expected $h_*$.
4. Use $h_*=(3e/|b|)^{1/3}$. When in doubt, choose a somewhat smaller value.
5. If $3e/(2h_*)$ is too large, reduce the force noise and recompute $h_*$.

### Worked example: the bond of BH

The BH molecule is treated with restricted Hartree–Fock theory in the cc-pVDZ basis. This restricted solution is not the lowest Hartree–Fock solution: at the minimum, a spin-unrestricted solution with $\langle S^2\rangle=0.47$ lies 0.006 hartree lower. All Hartree–Fock values below refer to the restricted curve. Boron is fixed and hydrogen moves along the bond, so $k$ is a diagonal element of the force-constant matrix. The forces are rounded to four decimals in hartree/bohr. The error of each is then at most half a unit in the last place, $e=5.0\times10^{-5}$ hartree/bohr. Rounding serves here as a simple noise with a known bound. It does not represent the error of a loosely converged self-consistent field, which can vary smoothly with displacement. The part of such an error that is common to both forces cancels in their difference. The part linear in $u$ does not cancel, and it shifts $K$ by an amount that does not depend on $h$. This part can dominate when both displaced calculations start from the density of the reference geometry. For BH with convergence thresholds of $10^{-4}$ hartree for the energy and $10^{-2}$ for the orbital gradient, it raises $K$ by about 0.0022 hartree/bohr$^2$ at displacements from 0.024 to 0.096 bohr, when the solver adds one final diagonalisation after the thresholds are met. The size depends on the solver: without that last step the shift is about 0.009 hartree/bohr$^2$. At 0.19 bohr the shift is much smaller, 0.0004 hartree/bohr$^2$ with the final step.

A polynomial fitted to unrounded analytic forces at eleven points, up to 0.5 bohr on either side of the minimum, gives $k=0.217094$ hartree/bohr$^2$ and $b=1.3606$ hartree/bohr$^4$. It also gives $a=-0.5757$ hartree/bohr$^3$ and $c=9.41$ hartree/bohr$^6$. The value of $c$ depends on the range and degree of the fit. Polynomials of degree nine or higher, fitted up to 0.5 or 0.6 bohr on either side, agree within about 0.03, while degrees seven and eight can give values up to 0.4 higher. A fourth difference of energies with spacing 0.1 bohr gives 1.3765 hartree/bohr$^4$ for $b$. The leading error of that difference is $c(0.1)^2/6=0.0157$, which accounts for nearly all of the disagreement.

The best displacement is

$$h_*=\left(\frac{3\times5.0\times10^{-5}}{1.3606}\right)^{1/3}=0.0480\ \text{bohr}=0.0254\ \text{Å}.$$

The noise part of the bound is $1.043\times10^{-3}$ and the truncation part is $5.21\times10^{-4}$ hartree/bohr$^2$, in the derived ratio of two to one. Their sum is $1.56\times10^{-3}$ hartree/bohr$^2$, or 0.152 eV/Å$^2$. This is 0.72 percent of $k$.

The minimum was also located without the formula. The largest error over all signs of the two force errors was computed from the fitted force curve, and the displacement was varied. The results, in atomic units, are:

| $e$ | formula | search |
|---|---|---|
| $5.0\times10^{-6}$ | 0.02226 | 0.02225 |
| $5.0\times10^{-5}$ | 0.04795 | 0.04792 |
| $5.0\times10^{-3}$ | 0.22256 | 0.22004 |

The last search result lies 1.1 percent below the formula. The predicted sextic shift is $-9.41(0.22256)^2/(30\times1.3606)=-0.011$, which explains the difference.

Fresh calculations with rounded forces gave these results, with lengths in bohr and the other columns in hartree/bohr$^2$:

| $h$ | $K$ | $K-k$ | $B$ |
|---|---|---|---|
| 0.0120 | 0.216892 | $-0.00020$ | 0.00420 |
| 0.0240 | 0.216892 | $-0.00020$ | 0.00222 |
| 0.0480 | 0.217935 | $+0.00084$ | 0.00156 |
| 0.0959 | 0.219499 | $+0.00240$ | 0.00261 |
| 0.1918 | 0.225495 | $+0.00840$ | 0.00860 |

Every error lies within its bound. The smallest error does not occur at $h_*$: the two shorter displacements happen to do better. The rounded force difference is a whole number of units of $10^{-4}$ hartree/bohr, here 52 and 104 units, and $52/h$ equals $104/(2h)$. This is why the first two estimates agree. At the shortest displacement, a change of one unit would move $K$ by 0.0042 hartree/bohr$^2$, twenty times the error found. The good result there is luck, and $h_*$ minimises what can be guaranteed before the forces are known.

Rounded forces also suffice to find $b$. Displacements of 0.2 and 0.4 bohr gave $K=0.226250$ and $0.255625$ hartree/bohr$^2$, so

$$b\approx\frac{2(0.255625-0.226250)}{0.2^2}=1.469\ \text{hartree/bohr}^4 .$$

This is 8 percent too high. The sextic bias $c(0.2)^2/4=0.094$ supplies most of the excess of 0.108. Higher derivatives and rounding supply the rest, and the rounding part is at most $3e/h_1^3=0.019$. The resulting displacement is 0.0467 bohr, which differs from $h_*$ by 2.5 percent.

For random errors with $s=5.0\times10^{-5}$ hartree/bohr, 200,000 sampled Gaussian pairs gave a best displacement of 0.0479 bohr and a root-mean-square error of $9.03\times10^{-4}$ hartree/bohr$^2$. The formula $|b|h_s^2/\sqrt{12}$ gives the same error to three figures.

### Consequence for the frequency

For a diatomic molecule the energy depends on the difference of the two atomic positions. The force-constant matrix along the bond has diagonal elements $k$ and off-diagonal elements $-k$. After mass weighting, its determinant is zero and its trace is $k/m_B+k/m_H$. One eigenvalue is therefore zero, for translation, and the other is $\omega^2=k/\mu$, with $1/\mu=1/m_B+1/m_H$.

Isotope-averaged atomic masses give $\mu=1680.75$ electron masses and a harmonic wavenumber of 2494 cm$^{-1}$. For the single isotopes $^{11}$B and $^1$H it is about 2 cm$^{-1}$ lower. Since $\omega$ varies as $\sqrt k$, a small relative error in $k$ is halved in $\omega$. The lowest bound of 0.72 percent becomes 0.36 percent, or 9 cm$^{-1}$.

This halving fails for a soft mode, where the error of $k$ may be comparable with $k$. The error should then be quoted for $\omega^2$. For a single coordinate, the sign of $k$, and with it the stability of the mode, is established when $|K|$ exceeds the bound.

Several effects outside the numerical difference are larger than this error or similar to it:

- The fundamental transition of the non-rotating molecule on the same Hartree–Fock curve lies at 2407 cm$^{-1}$, which is 87 cm$^{-1}$ below the harmonic value.
- The larger cc-pVTZ basis lowers $k$ by 0.0017 hartree/bohr$^2$, about the size of the lowest bound. This shift is not converged: in the still larger cc-pVQZ basis $k$ lies 0.0009 hartree/bohr$^2$ below the cc-pVDZ value. The best displacement changes by less than 1 percent among the three basis sets.
- Coupled-cluster theory with single and double excitations and a frozen core, in the cc-pVDZ basis, lowers $k$ by 0.0240 hartree/bohr$^2$, or 11 percent. At fixed mass this lowers the harmonic wavenumber by about 142 cm$^{-1}$.

Each of these force constants is taken at the minimum of its own energy curve. The coupled-cluster level still omits core correlation, connected triple and higher excitations, and the effects of a larger basis. At this noise level the displacement error is small beside the correlation error, so a further reduction of force noise would not make the Hartree–Fock frequency realistic.

### Crystals and grid noise

BH is a molecule, and its $b$ should not be carried over to a crystal. Both $b$ and the force noise have to be found for the crystal itself. For BH, ten times less noise than the 0.0026 eV/Å of the example would give a best displacement of 0.0223 bohr, or 0.012 Å. At the noise of the example, a displacement of 0.01 Å has a bound of $2.73\times10^{-3}$ hartree/bohr$^2$, 1.7 times the lowest one.

Calculations on a real-space grid can break the assumption that noise is independent of displacement. Suppose that the force error is $A\sin(qu+\varphi)$, with $q=2\pi/L$ and $L$ the grid spacing. Then

$$\frac{\delta_--\delta_+}{2h}=-\frac{A\cos\varphi\,\sin(qh)}h .$$

For $h$ much smaller than $L$, its magnitude approaches $2\pi A|\cos\varphi|/L$ and no longer grows as $h$ is reduced. For $A=5.0\times10^{-5}$ hartree/bohr and a chosen spacing of 0.4 bohr, this limit is at most $7.9\times10^{-4}$ hartree/bohr$^2$, half the lowest bound of the example. A shorter displacement leaves this error in place. A finer grid reduces it only if the amplitude $A$ falls by a larger factor than the spacing $L$, because the limit is proportional to $A/L$.

### When the lowest bound is still too large

Better forces are the direct remedy. To bring the bound for BH down to 0.1 percent of $k$, set $T=2.17\times10^{-4}$ hartree/bohr$^2$ in $e\le\sqrt{8T^3/(9|b|)}$. The result is $e\le2.6\times10^{-6}$ hartree/bohr, with a displacement of 0.018 bohr.

The alternative is to cancel the quartic error with a second pair of forces:

$$K_4(h)=\frac{4K(h)-K(2h)}3 .$$

The terms in $b$ cancel, since $4h^2-(2h)^2=0$. The sextic terms leave $(4-16)ch^4/360=-ch^4/30$. The noise is at most $[4e/h+e/(2h)]/3=3e/(2h)$. The bound to this order is therefore

$$B_4(h)=\frac{3e}{2h}+\frac{|c|}{30}h^4 .$$

Its derivative vanishes when $3e/(2h^2)=2|c|h^3/15$, so $h^5=45e/(4|c|)$. The truncation part is then $3e/(8h)$, and the total is $15e/(8h)$.

For BH with the original noise, this gives $h=0.143$ bohr and a bound of $6.6\times10^{-4}$ hartree/bohr$^2$, 2.4 times lower than that of the two-point formula. The price is twice as many displaced geometries and an outer displacement of 0.286 bohr. The eighth derivative has been left out, so the figure is an estimate. A change in displacement that leaves $K_4$ within the expected noise would support its use.

The program's numerical output is printed after this text.

## Numbers as computed

```
BH, RHF/cc-pVDZ; atomic units (au) unless stated
bond length at minimum: 2.3356 bohr
k, second derivative: 0.217094 hartree/bohr^2 = 21.096 eV/A^2
a, third derivative: -0.5757 hartree/bohr^3
b, fourth derivative: 1.3606 hartree/bohr^4
b from energy differences: 1.3765 hartree/bohr^4
c, sixth derivative: 9.41 hartree/bohr^6
largest residual of force fit: 8.8e-09 hartree/bohr
force noise bound e: 5.0e-05 hartree/bohr
best step: 0.04795 bohr = 0.02537 A
lowest bound: 1.564e-03 hartree/bohr^2 = 0.1520 eV/A^2
  noise part: 1.043e-03 hartree/bohr^2
  truncation part: 5.214e-04 hartree/bohr^2
lowest bound relative to k: 0.720 percent
noise (au), best step by formula and by search (bohr):
  5.0e-06  0.02226  0.02225
  5.0e-05  0.04795  0.04792
  5.0e-03  0.22256  0.22004
rounded forces: step (bohr), K, K-k, bound (hartree/bohr^2):
  0.01199  0.216892  -2.02e-04  4.20e-03
  0.02398  0.216892  -2.02e-04  2.22e-03
  0.04795  0.217935  +8.40e-04  1.56e-03
  0.09590  0.219499  +2.40e-03  2.61e-03
  0.19180  0.225495  +8.40e-03  8.60e-03
step/best step, worst error/lowest worst error:
  0.25  2.687
  0.50  1.416
  2.00  1.670
  4.00  5.568
bound at step 0.01 A (0.01890 bohr): 2.727e-03 hartree/bohr^2
random noise, s = e: best step by sampling 0.04791 bohr
random noise: lowest rms error 9.029e-04 hartree/bohr^2
cosine test, e=1e-5, b=-1: search 0.03107, formula 0.03107 (dimensionless)
K at steps 0.2, 0.4 bohr, rounded forces: 0.226250, 0.255625 hartree/bohr^2
b from these two: 1.4688 hartree/bohr^4
best step with that b: 0.04674 bohr
largest |fourth derivative| within best step: 1.5277 au
sextic error at best step: 4.1e-07 hartree/bohr^2
reduced mass: 1680.75 electron masses
harmonic wavenumber: 2494.4 cm^-1
its error from lowest bound: 9.0 cm^-1
fundamental on same curve: 2407.3 cm^-1
anharmonic shift: -87.1 cm^-1
k, RHF/cc-pVTZ: 0.21544 hartree/bohr^2, change -0.00166
k, CCSD/cc-pVDZ: 0.19309 hartree/bohr^2, change -0.02400
```
